\section*{Thickness fringes in kinematic X-ray diffraction from a uniformly strained layer}

\section{What the spacing decides}

An implanted layer often shows itself in an X-ray rocking curve as a weak peak beside the substrate peak, with a train of fringes around it. The fringes carry the thickness, but a wrong conversion gives a wrong depth without any sign of trouble. Take fringes 94.25 arcsec apart in sample angle, from a layer 204 nm thick. Read as a spacing in detector angle, they give 409 nm. With the cosine of the Bragg angle left out, they give 169 nm. The relation below fixes the factor, the angle to which it belongs, and the conditions under which it may be used.

\section{Assumptions and statement}

The layer has $N$ identical atomic planes parallel to its surface. Their spacing is $d_L=d_S(1+\varepsilon)$, where $d_S$ is the substrate spacing and $\varepsilon$ the uniform normal strain, positive for expansion. The thickness is $t=Nd_L$. Monochromatic radiation of wavelength $\lambda$ arrives at angle $\omega$ to the surface and leaves at angle $\beta$. We write $K=2\pi/\lambda$. Four conditions hold.

(a) Scattering is kinematic: each wave is scattered at most once, and refraction and absorption are neglected.

(b) The reflection is symmetric: the diffracting planes are parallel to the surface.

(c) The layer is laterally periodic and coherent over a width $L\gg t\cot\theta_B$.

(d) The detector is open, or it turns through twice the sample angle.

\paragraph{Theorem.} Let $\theta_B$ be the first-order Bragg angle of the layer, $\sin\theta_B=\lambda/(2d_L)$, and let it be well below $90^\circ$. To leading order in $\lambda/t$, neighbouring intensity minima on the same side of the layer peak are separated in sample angle, in radians, by
\begin{equation}
\Delta\omega=\frac{\lambda}{2t\cos\theta_B}.
\label{main}
\end{equation}
The two minima that enclose the main peak are $2\Delta\omega$ apart. In detector angle $2\theta$ each spacing is doubled.

\section{Two lemmas}

\paragraph{Lemma 1.} Under (b)--(d), the recorded intensity at sample angle $\omega$ is that at normal wavevector transfer $q=(4\pi/\lambda)\sin\omega$.

\emph{Proof.} Let $x$ run along the surface in the plane of incidence and $z$ along the outward normal. Then
\begin{align}
\mathbf k_{\rm in}&=K(\cos\omega,-\sin\omega),\qquad
\mathbf k_{\rm out}=K(\cos\beta,\sin\beta),\\
\mathbf q&=\mathbf k_{\rm out}-\mathbf k_{\rm in}
=K(\cos\beta-\cos\omega,\ \sin\beta+\sin\omega).
\label{q}
\end{align}
A scatterer at $\mathbf r$ receives the phase $\mathbf k_{\rm in}\cdot\mathbf r$ and sends its wave out with the phase $-\mathbf k_{\rm out}\cdot\mathbf r$, so it contributes $e^{-i\mathbf q\cdot\mathbf r}$. The sum over $x$ is large only near lateral reciprocal-lattice points, within about $2\pi/L$. Planes parallel to the surface belong to the point $q_x=0$. Hence $\cos\beta=\cos\omega$, and for an outgoing reflected wave $\beta=\omega$. Equation (\ref{q}) then gives $q_z=2K\sin\omega=(4\pi/\lambda)\sin\omega$.

The finite width leaves a spread $\delta\beta$ with $K\sin\beta\,\delta\beta\approx2\pi/L$. It spreads $q_z$ by $K\cos\beta\,\delta\beta\approx(2\pi/L)\cot\theta_B$. This is small beside the fringe period $2\pi/t$ found below if $L\gg t\cot\theta_B$, which is condition (c). $\square$

\paragraph{Remark on the detector.} If a narrow detector is held at the exit angle $\beta=\theta_B$ from the surface, or is fixed in the laboratory so that $\beta=2\theta_B-\omega$ as the sample turns, the condition $\beta=\omega$ is met only at the Bragg angle, and the fringes pass beside the detector. The first case was tested by a direct lattice sum for unstrained silicon, reflection 004, with 200 planes and 8000 columns spaced by $a/\sqrt8$, where $a$ is the lattice parameter. The lateral weight was Gaussian, with a standard deviation of one eighth of the total width. At 1.43 fringe spacings from the Bragg angle, near the first side maximum, the open detector receives 0.0467 of its peak signal. The narrow fixed detector receives less than $10^{-4}$ of its own; how much less depends on the lateral weight and on where it is cut off.

\paragraph{Lemma 2.} The intensity of the layer vanishes near its first-order peak at
\begin{equation}
q_m=\frac{2\pi}{d_L}+\frac{2\pi m}{t},\qquad m=\pm1,\pm2,\ldots
\label{zeros}
\end{equation}

\emph{Proof.} The planes lie at $z_n=-nd_L$, with $n=0,\ldots,N-1$. Apart from a slowly varying factor common to all planes, the geometric sum is
\begin{equation}
A=\sum_{n=0}^{N-1}e^{iqnd_L}
=\frac{1-e^{iNqd_L}}{1-e^{iqd_L}} .
\end{equation}
Since $|1-e^{ia}|^2=2-2\cos a=4\sin^2(a/2)$,
\begin{equation}
|A|^2=\frac{\sin^2(Nqd_L/2)}{\sin^2(qd_L/2)} .
\label{I}
\end{equation}
The numerator vanishes when $qt=2\pi j$ with integer $j$. At $j=N$ the denominator vanishes too, and the ratio is $N^2$, the main peak. Writing $j=N+m$ and dividing by $t=Nd_L$ gives (\ref{zeros}), with $m=0$ excluded. $\square$

\section{Proof of the theorem}

Put $q=(4\pi/\lambda)\sin\theta_m$ into (\ref{zeros}) and multiply by $\lambda/(4\pi)$:
\begin{equation}
\sin\theta_m=\frac{\lambda}{2d_L}+\frac{m\lambda}{2t}
=\sin\theta_B+ms,\qquad s=\frac{\lambda}{2t}.
\label{sin}
\end{equation}
The zeros are equally spaced in $\sin\theta$. With $u=\sin\theta$, the derivatives needed are $d\theta/du=1/\cos\theta$ and $d^2\theta/du^2=\sin\theta/\cos^3\theta$. Taylor expansion about $\theta_B$ gives
\begin{align}
\theta_m&=\theta_B+\frac{ms}{\cos\theta_B}
+\frac{m^2s^2\sin\theta_B}{2\cos^3\theta_B}+O(s^3)\nonumber\\
&=\theta_B+m\,\Delta\omega+\tfrac12m^2(\Delta\omega)^2\tan\theta_B+O(s^3),
\end{align}
where $\Delta\omega=s/\cos\theta_B$ is (\ref{main}). Subtracting neighbours and using $(m+1)^2-m^2=2m+1$,
\begin{equation}
\theta_{m+1}-\theta_m=\Delta\omega\left[1+(m+\tfrac12)\Delta\omega\tan\theta_B\right]+O(s^3).
\label{drift}
\end{equation}
The leading term is the theorem. Across the main peak the quadratic terms of $m=1$ and $m=-1$ cancel, so $\theta_1-\theta_{-1}=2\Delta\omega+O(s^3)$. A detector that follows the beam moves by $2\,d\omega$, which doubles the spacings on its scale. $\square$

The physical content is a path difference. Waves from the top and the bottom of the layer differ in path by $2t\sin\omega$. One fringe passes when this changes by one wavelength, and its rate of change is $2t\cos\omega$.

\paragraph{Remark on strain.} From $\sin\theta_B=\lambda/[2d_S(1+\varepsilon)]$, a small strain moves the peak by $-\varepsilon\tan\theta_S$, with $\theta_S$ the substrate Bragg angle. It enters the spacing only through $t$ and $\theta_B$. For an isolated layer peak, the position therefore measures strain, and the fringe spacing measures thickness. On a coherent substrate this reading of the strain needs $N|\varepsilon|\gg1$; when $N|\varepsilon|$ is near one, interference with the substrate wave displaces the layer peak noticeably.

\paragraph{Remark on maxima.} Near the peak, (\ref{I}) becomes $N^2(\sin X/X)^2$ with $X=(q-2\pi/d_L)t/2$. Its side maxima obey $\tan X=X$. Put $X=a_j-\eta$ with $a_j=(j+\frac12)\pi$. Then $\cot\eta=a_j-\eta$, so $\eta\approx1/a_j$. The first two maxima are thus separated by $1+(1/a_1-1/a_2)/\pi\approx1.027$ fringe periods. The plane sum for the example below gives 1.0294 in angle. Minima are the better markers.

\paragraph{Limit of backscattering.} As $\theta_B\to90^\circ$ the expansion fails because $\cos\theta_B\to0$. At $\theta_B=90^\circ$ only $m<0$ is reachable. With $\theta_m=90^\circ-\psi_m$, (\ref{sin}) reads $\cos\psi_m=1-|m|s$. Using $\cos\psi\approx1-\psi^2/2$ gives $\psi_m\approx\sqrt{2|m|s}=\sqrt{|m|\lambda/t}$. The fringes are then no longer equally spaced, even to leading order.

\section{Inclined planes}

\paragraph{Proposition.} For planes inclined to the surface, with the normals in the plane of incidence, and for an open detector,
\begin{equation}
\Delta\omega=\frac{\lambda\sin\beta}{t\sin2\theta_B},
\label{asym}
\end{equation}
where $\beta$ is the exit angle from the surface at the Bragg condition. Condition (c) becomes $L\gg t|\cot\beta|$, because the finite width spreads $q_z$ by $(2\pi/L)|\cot\beta|$; at glancing exit this is much harder to meet.

\emph{Proof.} Now $q_x$ is fixed at a nonzero reciprocal-lattice value. Differentiating $\cos\beta-\cos\omega={\rm const}$ gives $d\beta/d\omega=\sin\omega/\sin\beta$. This differs from one unless $\beta=\omega$, so a narrow detector that turns through twice the sample angle drifts away from the diffracted beam. It misses the fringes once the drift exceeds the angular width of that beam, about $\lambda/(L\sin\beta)$. With the open detector,
\begin{align}
\frac{dq_z}{d\omega}&=K\left(\cos\omega+\cos\beta\,\frac{\sin\omega}{\sin\beta}\right)
=K\,\frac{\sin(\omega+\beta)}{\sin\beta}
=\frac{2\pi}{\lambda}\frac{\sin2\theta_B}{\sin\beta},
\end{align}
because $\omega+\beta=2\theta_B$ is the scattering angle. The sum over depth still has period $2\pi/t$ in $q_z$, and division gives (\ref{asym}). For $\beta=\theta_B$, the identity $\sin2\theta_B=2\sin\theta_B\cos\theta_B$ restores (\ref{main}). $\square$

The lattice sum described above, with the open detector, gives 1150.6 arcsec for reflection 224 at glancing incidence, against 1150.5 arcsec from (\ref{asym}). For 004 it gives 710.7 arcsec, against 710.5 arcsec from (\ref{main}).

\section{The substrate}

\paragraph{Proposition.} In the kinematic model and away from the two peaks, a coherent substrate leaves the fringe period at $2\pi/t$. Beyond the substrate peak, on the side away from the layer peak, the minima move to half-integer order.

\emph{Proof.} Let $x=q-2\pi/d_L$ now denote the deviation from the layer peak, and let $D=2\pi/d_S-2\pi/d_L=2\pi\varepsilon/d_L$. Close to the peaks the phase changes little from plane to plane, apart from multiples of $2\pi$, so sums over planes become integrals over depth. The small difference in plane density is neglected. The substrate integral converges through a vanishingly small absorption:
\begin{align}
A&\propto\int_0^t e^{ix\zeta}d\zeta+e^{ixt}\int_0^\infty e^{i(x-D)\zeta}d\zeta
=\frac{e^{ixt}-1}{ix}-\frac{e^{ixt}}{i(x-D)}\nonumber\\
&=-\frac{1}{ix}\left[1-e^{ixt}\left(1-\frac{x}{x-D}\right)\right]
=-\frac1{ix}\left[1+\rho\,e^{ixt}\right],\qquad \rho=\frac{D}{x-D}.
\end{align}
Therefore $|A|^2\propto(1+\rho^2+2\rho\cos xt)/x^2$. If $x^{-2}$ and $\rho$ vary little over a fringe, the period is $2\pi/t$. For $\rho<0$ the minima have $\cos xt=1$, the integer orders of Lemma 2. For $\rho>0$ they have $\cos xt=-1$, which is half-integer order. The sign of $\rho$ is positive when $x$ lies beyond $D$ as seen from the layer peak. $\square$

For $|x|\gg|D|$, $|\rho|\approx|D/x|$ and the fringes fade. For $\varepsilon=0$ they vanish, since nothing in this model then distinguishes layer from substrate. All of this assumes that layer and substrate planes scatter equally. If disorder lowers the structure factor of the layer by a factor $W<1$, the bracket becomes $W+\rho_We^{ixt}$ with $\rho_W=x/(x-D)-W$. The fringes then persist far from the peaks, since $\rho_W\to1-W$. On the side of the layer peak away from the substrate, the minima change from integer to half-integer order at $x=-WD/(1-W)$.

\section{A shallow implant in silicon}

Consider the 004 reflection of silicon with Cu K$\alpha_1$ radiation, $\lambda=0.154059$ nm. The layer has $N=1500$ planes and $\varepsilon=0.35\,\%$, so $d_L=0.136251$ nm and
\begin{equation}
t=1500\times0.136251\ {\rm nm}=204.38\ {\rm nm}.
\end{equation}
With $\theta_B=34.4268^\circ$ and $\cos\theta_B=0.82485$,
\begin{equation}
\Delta\omega=\frac{0.154059}{2\times204.38\times0.82485}
=4.569\times10^{-4}\ {\rm rad}=94.25\ {\rm arcsec}.
\end{equation}
The layer peak lies 495 arcsec below the substrate peak, or $N\varepsilon=5.25$ fringes. An explicit sum over the planes, with eight minima on each side, gives gaps from 94.03 to 94.47 arcsec. This is the drift of (\ref{drift}): for $m+\frac12=\pm7.5$ it amounts to $\pm0.23\,\%$. Fitting $\sin\theta_m$ against $m$, with slope $\lambda/(2t)$, removes it.

\paragraph{Is single scattering enough?} A plane with $n_A$ atoms per unit area and form factor $f$ reflects the amplitude $g=r_e\lambda n_Af/\sin\theta_B$, for polarization normal to the plane of incidence; $r_e$ is the classical electron radius. To see this at normal incidence, sum the spherical waves over the plane: $\int e^{iKR}2\pi r\,dr/R=2\pi\int_h^\infty e^{iKR}dR$ has magnitude $2\pi/K=\lambda$, where $h$ is the distance to the plane. At oblique incidence the area contributing in phase grows by $1/\sin\theta_B$. An unrestricted Hartree--Fock calculation for the free atom, averaged over directions, gives $f=7.51$ electrons at the 004 transfer of the substrate. This value is used below; at the spacing of the layer $f$ is 7.52, which would raise the reflectivities by about 0.3\,\% of their value. It omits correlation, bonding, thermal motion and anomalous dispersion. Then $g=3.91\times10^{-5}$ and $Ng=0.059$, so the kinematic peak reflectivity is $(Ng)^2=0.344\,\%$. A plane-by-plane recursion with multiple scattering, refraction and absorption gives 0.341\,\%. The approximation fails when $Ng$ approaches one.

With a semi-infinite substrate added, the same recursion gives a mean spacing of 94.10 arcsec below the layer peak and 94.43 arcsec above the substrate peak. Using the first in (\ref{main}) returns $t=204.69$ nm, 0.15\,\% above the true value. Most of that difference is the drift (\ref{drift}), whose mean over these seven gaps is $-0.14\,\%$.

The minima sit on average 0.035 fringe above integer order below the layer peak, and at fractional order 0.532 above the substrate peak. The half-fringe shift is thus present, with a small common offset. Refraction predicts an offset of about this size. For refractive index $1-\delta$, the internal transfer is $q\approx2K(\sin\omega-\delta/\sin\omega)$, so the pattern moves up by $2\delta/\sin2\theta_B=3.29$ arcsec, or 0.035 fringe. At a given sample angle, the spacing changes by a relative amount of only $\delta/\sin^2\theta_B\approx2\times10^{-5}$.

\paragraph{Absorption and resolution.} For a rough absorption coefficient of 14 per mm, the path to the layer bottom and back removes 1.0\,\% of the intensity. A Gaussian instrumental width $w$ (full width at half maximum) has standard deviation $w/\sqrt{8\ln2}$. It multiplies the contrast of a sinusoidal fringe by $\exp[-\pi^2w^2/(4\ln2\,\Delta\omega^2)]$. For a rough $w=12$ arcsec this is 0.944.

\paragraph{The real implant.} A depth near 200 nm and a strain of a few parts per thousand are rough typical values for a shallow implant below the amorphization dose. A real implant breaks the assumption of uniform strain, because damage varies with depth. Damage also lowers the structure factor of the layer, which is not modelled here. For $W=1/2$ the change of order described above would fall about five fringes below the layer peak of the example and would bias a thickness taken from the mean spacing. As a model, keep $t$ and the mean strain and let $\varepsilon(\zeta)=6\bar\varepsilon(\zeta/t)(1-\zeta/t)$, with $\zeta$ the depth and $\bar\varepsilon=0.35\,\%$. The recursion then gives three successive gaps between the layer side and the substrate side of 1.565, 1.323 and 1.212 times the uniform spacing. The first, inserted in (\ref{main}), would give 131 nm instead of 204 nm.

The cause can be derived. With $y=q-2\pi/d_S$, the phase at depth $\zeta$ is $\Phi(\zeta)=\int_0^\zeta[y+2\pi\varepsilon(\zeta')/d_S]d\zeta'$ to first order. The main contributions come from the two depths $\zeta_1<\zeta_2$ where the bracket vanishes, that is, where the strain satisfies the Bragg condition. Their phase difference changes with $y$ at the rate $\zeta_2-\zeta_1$, since the bracket is zero at both limits. The local period is therefore approximately $2\pi/(\zeta_2-\zeta_1)$. For the parabola, $\zeta_2-\zeta_1=t\sqrt{1-\varepsilon/\varepsilon_{\max}}$, where $\varepsilon$ is the strain selected by $y$ and $\varepsilon_{\max}=1.5\,\bar\varepsilon$. Evaluated midway between the computed minima, this estimate reproduces the three gaps to within 4\,\%. For a profile with one interior maximum, the fringes thus measure the distance between equally strained depths, which shrinks towards the strain maximum. A strain that falls monotonically from the surface has only one such depth, and the argument does not apply in this form. Narrowing alone does not prove graded strain. Between the peaks of a uniform expanded layer and its substrate, the intensity at $\cos xt=1$ is proportional to $1/(x-D)^2$. It rises towards the substrate peak and pushes the nearby minima away from it. In the uniform example the gaps therefore narrow too, but only from about 1.00 to 0.96 of the spacing (\ref{main}). The much larger change from 1.565 to 1.212 found for the parabola calls for a fit of the strain profile in place of (\ref{main}). The remaining computed values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
wavelength: 0.154059 nm
silicon lattice parameter: 0.543102 nm
number of planes N: 1500
normal strain: 0.35 %
substrate plane spacing: 0.135776 nm
layer plane spacing: 0.136251 nm
layer thickness t: 204.38 nm
substrate Bragg angle: 34.5643 deg
layer Bragg angle: 34.4268 deg
cos(layer Bragg angle): 0.82485
layer peak minus substrate peak: -495.2 arcsec
fringe spacing, formula: 4.5693e-04 rad
fringe spacing, formula: 94.25 arcsec
fringe spacing in detector angle: 188.50 arcsec
plane sum, mean spacing: 94.25 arcsec
plane sum, smallest gap: 94.03 arcsec
plane sum, largest gap: 94.47 arcsec
gap across main peak: 2.0000 fringes
gap of first two side maxima: 1.0294 fringes
200-plane crystal, 004 sum: 710.7 arcsec
200-plane crystal, 004 formula: 710.5 arcsec
200-plane crystal, 224 sum: 1150.6 arcsec
200-plane crystal, 224 formula: 1150.5 arcsec
first side maximum/peak, open detector: 0.0467
same angle/peak, narrow fixed detector: 2.6e-12
Si form factor at 004 (UHF): 7.508 electrons
amplitude reflected per plane: 3.909e-05
kinematic layer peak reflectivity: 0.344 %
recursion layer peak reflectivity: 0.341 %
full curve, spacing below layer peak: 94.10 arcsec
full curve, spacing above substrate: 94.43 arcsec
mean order offset below layer peak: 0.035 fringes
mean order offset above substrate: 0.532 fringes
thickness recovered from full curve: 204.69 nm
parabolic strain, gaps from layer side to substrate side: 1.565, 1.323, 1.212 fringes
thickness misread from its first gap: 130.6 nm
refraction shift of pattern: 3.29 arcsec
absorption coefficient (rough input): 14.0 per mm
absorbed on way to layer bottom and back: 1.01 %
instrument width (rough input): 12.0 arcsec
fringe contrast kept by that width: 0.944
\end{verbatim}
